# The entropy of a low-temperature step from monotone staircases: verification in Python

```python
# Result under test: a lattice step of slope m whose shortest paths are all
# degenerate has entropy per column s = k[(1+m)ln(1+m) - m ln m].
# Symbols: m = rise per column in lattice units; n = height jump at one column;
# eps = energy per broken nearest-neighbour bond; q = exp(-eps/kT);
# c = energy gained per kinked column from diagonal bonds; w = exp(c/kT);
# a = column width. Stiffness = gamma + gamma'' for line tension gamma(theta).
# Also tested: stiffness, wandering, backward moves and lifted degeneracy.
import math
from itertools import accumulate
import numpy as np
from scipy import constants
from scipy.optimize import brentq


def staircase_entropy(m):
    """Derived entropy per column in units of k."""
    return (1 + m) * math.log1p(m) - m * math.log(m)


def staircase_counts(columns, height):
    """Exact numbers of monotone staircases ending at heights 0..height."""
    counts = [1] + [0] * height
    for _ in range(columns):
        counts = list(accumulate(counts))
    return counts


JUMPS = np.arange(-30, 401)


def jump_weights(jumps, back, w):
    """Weights with the common factor exp(-eps*rise/kT) removed; back = q^2."""
    result = np.where(jumps == 0, 1.0, w)
    down = jumps < 0
    result[down] *= float(back) ** (-jumps[down])
    return result


def column_statistics(m, back=0.0, w=1.0):
    """Explicit sum over jumps, tilted to mean m.
    Returns -f/kT without the bond energy of the shortest path,
    the entropy in k, and the jump variance."""
    base = jump_weights(JUMPS, back, w)

    def probabilities(log_u):
        weights = base * np.exp(log_u * JUMPS)
        total = weights.sum()
        return weights / total, total

    def mean_error(log_u):
        return float(probabilities(log_u)[0] @ JUMPS) - m

    log_u = brentq(mean_error, -20.0, -0.1, xtol=1e-14)
    p, total = probabilities(log_u)
    positive = p[p > 0]
    entropy = -float(np.sum(positive * np.log(positive)))
    variance = float(p @ (JUMPS - m) ** 2)
    return math.log(total) - m * log_u, entropy, variance


def log_partition(columns, height, back, w):
    """Log of the fixed-end partition sum, by repeated convolution."""
    margin = 30
    jumps = np.arange(-margin, height + margin + 1)
    weights = jump_weights(jumps, back, w)
    state = (jumps == 0).astype(float)
    for _ in range(columns):
        state = np.convolve(state, weights)[margin:margin + len(jumps)]
    return math.log(state[height + margin])


def count_paths(columns, height, length):
    """Enumerate self-avoiding lattice paths of given length and end point."""
    def extend(x, y, left, visited):
        distance = abs(columns - x) + abs(height - y)
        if distance > left:
            return 0
        if left == 0:
            return 1
        found = 0
        for dx, dy in ((1, 0), (-1, 0), (0, 1), (0, -1)):
            site = (x + dx, y + dy)
            if site not in visited:
                found += extend(site[0], site[1], left - 1, visited | {site})
        return found
    return extend(0, 0, length, frozenset({(0, 0)}))


# Shortest paths and paths with two extra bonds, by enumeration.
for L, H in ((1, 1), (3, 3), (4, 3), (5, 2)):
    shortest = count_paths(L, H, L + H)
    assert shortest == math.comb(L + H, L)
    excited = count_paths(L, H, L + H + 2)
    ratio = L * (L + 1) / (H + 1) + H * (H + 1) / (L + 1)
    assert math.isclose(excited / shortest, ratio, rel_tol=1e-12)

# Broken bonds of random monotone staircases, counted on a filled lattice.
rng = np.random.default_rng(4)
for _ in range(10):
    steps = rng.integers(0, 4, size=30)
    heights = np.concatenate(([0], np.cumsum(steps)))
    rise = int(heights[-1])
    filled = np.arange(rise + 6)[None, :] < heights[:, None] + 2
    sideways = np.sum(filled[:-1] != filled[1:])
    upward = np.sum(filled[1:, :-1] != filled[1:, 1:])
    assert sideways + upward == len(steps) + rise
    diagonal = (np.sum(filled[:-1, :-1] != filled[1:, 1:])
                + np.sum(filled[:-1, 1:] != filled[1:, :-1]))
    assert diagonal == 2 * rise + 2 * np.sum(steps == 0)

# Entropy and its finite-length correction against exact integer counts.
for m in (0.25, 1.0, 2.0):
    L = 400
    H = round(m * L)
    exact_log = math.log(staircase_counts(L, H)[H])
    predicted = (L * staircase_entropy(m)
                 - 0.5 * math.log(2 * math.pi * L * m * (1 + m)))
    assert abs(exact_log - predicted) < 3e-3  # remaining term is of order 1/L
    free, entropy, variance = column_statistics(m)
    assert abs(free - staircase_entropy(m)) < 1e-9
    assert abs(entropy - staircase_entropy(m)) < 1e-9
    assert abs(variance - m * (1 + m)) < 1e-8

# Independent-column free energy against fixed-end sums.
for m, back, w in ((1.0, math.exp(-6), 1.0), (0.5, math.exp(-6), 1.0),
                   (1.0, 0.0, 3.0)):
    L = 100
    H = round(m * L)
    growth = (log_partition(2 * L, 2 * H, back, w)
              - log_partition(L, H, back, w) + 0.5 * math.log(2)) / L
    # The finite-length remainder per column is of order 1/L^2.
    assert abs(growth - column_statistics(m, back, w)[0]) < 1e-4

# Leading effect of backward kinks on free energy and entropy.
for m in (0.5, 1.0, 2.0):
    test_ratio = 5.0
    back = math.exp(-2 * test_ratio)
    free, entropy, _ = column_statistics(m, back)
    assert math.isclose(free - staircase_entropy(m), back / m, rel_tol=0.02)
    assert math.isclose(entropy - staircase_entropy(m),
                        (1 + 2 * test_ratio) * back / m, rel_tol=0.02)

# Entropy when the diagonal-bond preference is much larger than kT.
limit_low = -0.5 * math.log(0.5) - 0.5 * math.log(0.5)
limit_high = 2 * math.log(2)
assert abs(column_statistics(0.5, 0.0, 1e6)[1] - limit_low) < 1e-3
assert abs(column_statistics(2.0, 0.0, 1e6)[1] - limit_high) < 1e-3

# Stiffness by finite differences of the line tension, in units kT/a.
def line_tension(theta):
    m = math.tan(theta)
    return math.cos(theta) * (4.0 * (1 + m) - staircase_entropy(m))


for theta in (0.3, math.pi / 4, 1.0):
    d = 1e-3
    second = (line_tension(theta + d) - 2 * line_tension(theta)
              + line_tension(theta - d)) / d**2
    m = math.tan(theta)
    formula = (1 + m * m) ** 1.5 / (m * (1 + m))
    assert math.isclose(line_tension(theta) + second, formula, rel_tol=1e-4)

# Midpoint wandering of a staircase with both ends fixed, from exact counts.
columns = 400


def midpoint_variance(m):
    H = round(m * columns)
    half = staircase_counts(columns // 2, H)
    pairs = [half[h] * half[H - h] for h in range(H + 1)]
    total = sum(pairs)
    return sum((h - H / 2) ** 2 * (pair / total)
               for h, pair in enumerate(pairs))


for m in (0.5, 1.0):
    assert math.isclose(midpoint_variance(m), columns * m * (1 + m) / 4,
                        rel_tol=0.005)  # relative remainder is of order 1/L

# Worked example: rough parameters in the regime of steps on Cu(001).
a_nm = 0.255
eps_eV = 0.13
c_eV = 0.03
T_K = 320.0
k_eV = constants.k / constants.e
kT = k_eV * T_K
q = math.exp(-eps_eV / kT)
w = math.exp(c_eV / kT)


def stiffness(m, variance):
    return kT * (1 + m * m) ** 1.5 / (a_nm * variance)


tiny = 0.1 * q
assert column_statistics(tiny, q * q)[1] > 5 * staircase_entropy(tiny)

m = 1.0
s_one = staircase_entropy(m)
log_count = math.log(staircase_counts(columns, columns)[columns])
main_stiffness = stiffness(m, m * (1 + m))
wander = a_nm * math.sqrt(midpoint_variance(m) / (1 + m * m))
corner = column_statistics(m, 0.0, w)
assert corner[1] < s_one and corner[2] < m * (1 + m)

print(f"column width a = {a_nm:.3f} nm")
print(f"bond energy eps = {eps_eV:.3f} eV")
print(f"diagonal-bond preference c = {c_eV:.3f} eV")
print(f"temperature T = {T_K:.0f} K")
print(f"thermal energy kT = {kT:.5f} eV")
print(f"eps/kT = {eps_eV / kT:.3f} (no unit)")
print(f"c/kT = {c_eV / kT:.3f} (no unit)")
print(f"q = exp(-eps/kT) = {q:.5f} (no unit)")
print(f"w = exp(c/kT) = {w:.3f} (no unit)")
print("Slope m = 1, simple staircase formula:")
print(f"entropy per column = {s_one:.5f} k")
print(f"entropy per column = {s_one * k_eV:.4e} eV/K")
print(f"T times entropy per column = {s_one * kT:.5f} eV")
print(f"bond energy per column = {eps_eV * (1 + m):.5f} eV")
print(f"free energy per column = {eps_eV * (1 + m) - s_one * kT:.5f} eV")
print(f"stiffness = {main_stiffness:.4f} eV/nm")
print(f"stiffness = {main_stiffness / 10:.5f} eV/angstrom")
print(f"columns in finite step = {columns} (count)")
print(f"ln(number of staircases) = {log_count:.4f} (no unit)")
print(f"ln(number) per column = {log_count / columns:.5f} (no unit)")
print(f"end-to-end length = {columns * a_nm * math.sqrt(2):.1f} nm")
print(f"rms midpoint wander normal to step = {wander:.3f} nm")
print("Neglected effects at m = 1:")
print(f"backward moves and overhangs, -f/kT shift = "
      f"{q * q * (1 / m + m * m):.3e} per column")
print(f"entropy with diagonal-bond energy = {corner[1]:.5f} k")
print(f"entropy change from it = {100 * (corner[1] / s_one - 1):.1f} percent")
print(f"stiffness with it = {stiffness(m, corner[2]):.4f} eV/nm")
print(f"stiffness ratio to simple formula = "
      f"{m * (1 + m) / corner[2]:.3f} (no unit)")
print("Entropy per column in k: simple, backward kinks, diagonal bonds")
slopes = (0.005, 0.05, 0.2, 0.5, 1.0, 2.0)
for m in slopes:
    thermal = column_statistics(m, q * q)
    corner = column_statistics(m, 0.0, w)
    print(f"m = {m:5.3f}: {staircase_entropy(m):.5f}, "
          f"{thermal[1]:.5f}, {corner[1]:.5f}")
print("Stiffness in eV/nm: simple, backward kinks, diagonal bonds")
for m in slopes:
    thermal = column_statistics(m, q * q)
    corner = column_statistics(m, 0.0, w)
    print(f"m = {m:5.3f}: {stiffness(m, m * (1 + m)):.4f}, "
          f"{stiffness(m, thermal[2]):.4f}, {stiffness(m, corner[2]):.4f}")
print("Entropy in k for c much larger than kT:")
print(f"m = 0.5: {limit_low:.5f}; m = 2: {limit_high:.5f}")
print("done: every assertion held")
```

Running it gives:

```
column width a = 0.255 nm
bond energy eps = 0.130 eV
diagonal-bond preference c = 0.030 eV
temperature T = 320 K
thermal energy kT = 0.02758 eV
eps/kT = 4.714 (no unit)
c/kT = 1.088 (no unit)
q = exp(-eps/kT) = 0.00897 (no unit)
w = exp(c/kT) = 2.968 (no unit)
Slope m = 1, simple staircase formula:
entropy per column = 1.38629 k
entropy per column = 1.1946e-04 eV/K
T times entropy per column = 0.03823 eV
bond energy per column = 0.26000 eV
free energy per column = 0.22177 eV
stiffness = 0.1529 eV/nm
stiffness = 0.01529 eV/angstrom
columns in finite step = 400 (count)
ln(number of staircases) = 550.2562 (no unit)
ln(number) per column = 1.37564 (no unit)
end-to-end length = 144.2 nm
rms midpoint wander normal to step = 2.547 nm
Neglected effects at m = 1:
backward moves and overhangs, -f/kT shift = 1.608e-04 per column
entropy with diagonal-bond energy = 1.31497 k
entropy change from it = -5.1 percent
stiffness with it = 0.2635 eV/nm
stiffness ratio to simple formula = 1.723 (no unit)
Entropy per column in k: simple, backward kinks, diagonal bonds
m = 0.005: 0.03150, 0.10502, 0.03150
m = 0.050: 0.20102, 0.21730, 0.20032
m = 0.200: 0.54067, 0.54486, 0.53140
m = 0.500: 0.95477, 0.95645, 0.91669
m = 1.000: 1.38629, 1.38713, 1.31497
m = 2.000: 1.90954, 1.90996, 1.83337
Stiffness in eV/nm: simple, backward kinks, diagonal bonds
m = 0.005: 21.5210, 5.7017, 21.6637
m = 0.050: 2.0675, 1.9401, 2.2043
m = 0.200: 0.4779, 0.4756, 0.6013
m = 0.500: 0.2015, 0.2013, 0.3145
m = 1.000: 0.1529, 0.1529, 0.2635
m = 2.000: 0.2015, 0.2015, 0.3145
Entropy in k for c much larger than kT:
m = 0.5: 0.69315; m = 2: 1.38629
done: every assertion held
```
